# Adsorbate dipoles on a metal: the factor two and supercell sums

**Question**

I am calculating adsorption energies in square supercells on a metal surface and want to remove the repulsion between an adsorbate and its periodic copies. I was told that two adsorbate dipoles at distance $r$ repel as $2\mu^2/r^3$ (Kohn–Lau), twice the value for free dipoles, because each dipole consists of a charge and its image in the metal.

When I try this, I get something else. A charge $q$ at height $d$ and its image $-q$ at depth $d$ form a dipole $2qd$. The energy of one charge in the field of the other charge and its image then comes out as half the free-dipole value, not twice. Where is the missing factor of four? And once the pair law is right, how do I sum it over the array?

**Answer**

Your energy is right; the dipole moment is the wrong one for that formula. The image is a device for writing down the field outside the metal. The real screening charge sits on the surface, at height zero, so the real moment is $\mu=qd$ and not $2qd$. Since the energy is quadratic in the moment, this is your factor of four.

I use Gaussian formulas. For energies in eV, with charges in units of $e$ and lengths in Å, multiply by $k=e^2/(4\pi\varepsilon_0)=14.40$ eV Å. The metal is ideal and fills $z<0$, where $z=0$ is the image plane. The charges are rigid, and the metal is at potential zero.

**Which moment is it?**

Above the metal, a charge $q$ at height $d$ gives, at lateral distance $s$,

$$\varphi(s,z)=\frac{q}{\sqrt{s^2+(z-d)^2}}-\frac{q}{\sqrt{s^2+(z+d)^2}} .$$

This vanishes at $z=0$ and has the right source, so it is the solution. The field inside the metal is zero, so the surface charge follows from the normal field just outside:

$$\sigma(s)=-\frac{1}{4\pi}\left.\frac{\partial\varphi}{\partial z}\right|_{z=0}=-\frac{qd}{2\pi(s^2+d^2)^{3/2}} .$$

Its total is

$$\int_0^\infty 2\pi s\,\sigma\,ds=-qd\left[-\frac{1}{\sqrt{s^2+d^2}}\right]_0^\infty=-q .$$

The normal moment of all real charges is therefore $qd+(-q)\cdot 0=qd=\mu$.

This is also the moment that a work-function change measures. With one adsorbate per cell of area $a^2$, the laterally averaged charge is a sheet $q/a^2$ at $z=d$ and a sheet $-q/a^2$ at $z=0$. The field between them is $E_z=-4\pi q/a^2$, and there is none above. The potential therefore rises by $4\pi qd/a^2$ on the way out. For $\mu>0$ (positive end outward) an electron leaves more easily, and

$$\Delta\Phi=-\frac{4\pi k\mu}{a^2},\qquad \mu\ \text{in}\ e\,\text{Å}.$$

**The pair energy**

Let $\varphi_1$ be the full potential of adsorbate 1, including its screening charge, and $\rho_2$ all the real charge belonging to adsorbate 2. The total energy $\frac12\int\rho\varphi\,dV$ contains the cross term twice, so the interaction is

$$W=\int\rho_2\varphi_1\,dV=q\,\varphi_1(r,d)+\int\sigma_2\cdot 0\,dA .$$

The screening charge of adsorbate 2 contributes nothing because $\varphi_1=0$ on the metal. Hence

$$W=q^2\left[\frac1r-\frac{1}{\sqrt{r^2+4d^2}}\right].$$

With $x=4d^2/r^2$ and $(1+x)^{-1/2}=1-\frac{x}{2}+\frac{3x^2}{8}-\frac{5x^3}{16}+\dots$, this becomes

$$W=\frac{q^2}{r}\left[\frac{2d^2}{r^2}-\frac{6d^4}{r^4}+\frac{20d^6}{r^6}-\dots\right]
=\frac{2\mu^2}{r^3}\left[1-\frac{3d^2}{r^2}+\frac{10d^4}{r^4}-\dots\right].$$

Compare two free, parallel, side-by-side dipoles with the same $\mu$, each made of $+q$ and $-q$ a distance $d$ apart. There are two like pairs at distance $r$ and two unlike pairs at distance $\sqrt{r^2+d^2}$:

$$W_{\rm free}=2q^2\left[\frac1r-\frac1{\sqrt{r^2+d^2}}\right]\approx\frac{2q^2}{r}\,\frac{d^2}{2r^2}=\frac{\mu^2}{r^3}.$$

So the metal doubles the repulsion at fixed $\mu$, for $r\gg d$. In terms of your moment $p=2qd=2\mu$, the same energy reads $W=p^2/(2r^3)$, which is your result. It is half of $p^2/r^3$ for a simple reason. The four charges (two real, two images) have the interaction energy $2W=p^2/r^3$, but by mirror symmetry half of that field energy lies in the lower half-space, where the real field is zero.

**Where the doubling comes from**

Look at the normal field just above the plane, far from adsorbate 1. The point charge gives

$$E_z^{\rm charge}=-\frac{qd}{(r^2+d^2)^{3/2}}\approx-\frac{\mu}{r^3}.$$

Distant parts of the flat surface charge have no normal field in their own plane, so the surface charge contributes through its local density:

$$E_z^{\rm surface}=2\pi\sigma(r)=-\frac{qd}{(r^2+d^2)^{3/2}}\approx-\frac{\mu}{r^3}.$$

The sum is $-2\mu/r^3$. At a height $z\le d$ the two parts become $-q(d-z)/r^3$ and $-q(d+z)/r^3$, so their sum keeps this value. Climbing from the plane to height $d$ against this field gives the potential $2\mu d/r^3$, and multiplying by $q$ gives $2\mu^2/r^3$. If each screening charge were a compact $-q$ beneath its adsorbate, we would have the free-dipole result. The second half comes from the screening charge being spread out, with a tail $-\mu/(2\pi r^3)$ that reaches the other adsorbate.

**More than one charge per adsorbate**

A real adsorbate is not one point charge. For charges $q_i$ at heights $z_i$, with lateral separation $R_{ij}$ between charge $i$ of one adsorbate and charge $j$ of the other, each pair contributes

$$q_iq_j\left[\frac{1}{\sqrt{R_{ij}^2+(z_i-z_j)^2}}-\frac{1}{\sqrt{R_{ij}^2+(z_i+z_j)^2}}\right]
\approx q_iq_j\,\frac{(z_i+z_j)^2-(z_i-z_j)^2}{2R_{ij}^3}=\frac{2q_iz_i\,q_jz_j}{R_{ij}^3}.$$

Setting $R_{ij}\approx r$ and summing gives $2\mu^2/r^3$ again, now with $\mu=\sum_i q_iz_i$. Let $x_i$ be the offset of charge $i$ along the line joining the adsorbates. The first correction is then proportional to $\sum_{ij}q_iz_iq_jz_j(x_j-x_i)/r^4$. For identical, equally oriented adsorbates it vanishes, because exchanging $i$ and $j$ reverses its sign.

**The square array**

Each pair energy is shared by two cells, so a cell gets half the sum over its neighbours. The attraction of an adsorbate to its own screening charge is the same when it is isolated, and drops out. Relative to an isolated adsorbate,

$$E(a)=\frac12\sum_{(i,j)\neq(0,0)}\frac{2\mu^2}{a^3(i^2+j^2)^{3/2}}=\frac{\mu^2S}{a^3},\qquad S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}} .$$

The direct sum converges slowly. Cutting it at radius $N$ (in units of $a$) omits about $\int_N^\infty 2\pi R\,dR/R^3=2\pi/N$. At $N=10$ the sum is 8.408, and adding $0.628$ gives 9.036.

For a faster route, write

$$\frac1{R^3}=2\pi\int_0^\infty t^{1/2}e^{-\pi R^2t}\,dt,\qquad \theta(t)=\sum_{n=-\infty}^{\infty}e^{-\pi n^2t},$$

so that $S=2\pi\int_0^\infty t^{1/2}(\theta^2-1)\,dt$. The function $\sum_n e^{-\pi t(n+y)^2}$ has period 1 in $y$ and Fourier coefficients $t^{-1/2}e^{-\pi m^2/t}$. Its Fourier series at $y=0$ gives $\theta(t)=t^{-1/2}\theta(1/t)$. In the part $0<t<1$ put $t=1/u$:

$$\int_1^\infty u^{-5/2}\left[u\,\theta(u)^2-1\right]du=\int_1^\infty u^{-3/2}\left[\theta(u)^2-1\right]du+\int_1^\infty\left(u^{-3/2}-u^{-5/2}\right)du .$$

The last integral is $2-\frac23=\frac43$. Therefore

$$S=2\pi\left[\frac43+\int_1^\infty\left(t^{1/2}+t^{-3/2}\right)(\theta^2-1)\,dt\right]=2\pi\,(1.33333+0.10441)=9.0336 .$$

Using the next term of the pair law as well,

$$E(a)=\frac{\mu^2S}{a^3}-\frac{3\mu^2d^2S_5}{a^5}+\dots,\qquad S_5=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{5/2}}=5.090 .$$

The factor ½ can be checked without images or pair energies. In a lateral Fourier mode $G\neq0$, the charge and the surface amplitude $\sigma_G$ must give zero potential on the plane: $qe^{-Gd}+\sigma_G=0$. The energy per cell in that mode is

$$\frac{\pi}{a^2G}\left[q^2+2q\sigma_Ge^{-Gd}+\sigma_G^2\right].$$

The mode $G=0$ is a plate capacitor with energy $2\pi q^2d/a^2$. Summing the modes and subtracting the corresponding integral for an isolated adsorbate gives $0.33945\,q^2/a$ at $d=0.2a$, against $0.33941\,q^2/a$ from half the pair sum. The charge was smeared sideways by $0.005a$ in the Fourier calculation to keep its self-energy finite, which multiplies each mode by $e^{-G^2w^2}$ with $w=0.005a$. To first order in $w^2$ this replaces the pair law $W$ by $W+w^2\nabla^2W$. In the plane $\nabla^2r^{-3}=9r^{-5}$, so the leading term $2q^2d^2/r^3$ shifts the cell energy by $+9w^2q^2d^2S_5/a^5\approx4.6\times10^{-5}\,q^2/a$. The higher terms of $W$ lower this estimate; with the unexpanded $W$ the shift is $3.5\times10^{-5}\,q^2/a$, which is the observed difference.

**Numbers for a supercell**

Take model values $q=0.25\,e$ and $d=1.2$ Å, so $\mu=0.30\,e$Å $=1.44$ debye, on a square surface lattice with constant 3 Å. For two adsorbates 6 Å apart,

$$\frac{2k\mu^2}{r^3}=\frac{2(14.40)(0.30)^2}{6^3}\ \text{eV}=12.0\ \text{meV}.$$

Free dipoles would give 6.0 meV. The unexpanded formula gives 10.7 meV, since $d/r=0.2$ is not very small. For $p\times p$ cells with $a=3p$ Å:

| $p$ | $k\mu^2S/a^3$ (meV) | unexpanded (meV) | $\Delta\Phi$ (eV) |
|---|---|---|---|
| 2 | 54.2 | 50.9 | −1.51 |
| 3 | 16.1 | 15.6 | −0.67 |
| 4 | 6.8 | 6.7 | −0.38 |
| 6 | 2.0 | 2.0 | −0.17 |
| 8 | 0.85 | 0.84 | −0.09 |

The leading term falls to 1 meV at $a=(k\mu^2S/1\ \text{meV})^{1/3}=22.7$ Å, so $p=8$ is the first cell below that mark.

As long as the moment is rigid, you need not know $q$ and $d$ separately. Take $\mu=|\Delta\Phi|a^2/(4\pi k)$ from the calculated work-function change; then

$$E=\frac{k\mu^2S}{a^3}=\frac{(\Delta\Phi)^2\,a\,S}{16\pi^2k}.$$

For $p=2$ this is $(1.508)^2(6)(9.034)/(157.9\times14.40)$ eV $=54$ meV, as in the table. Putting $2\mu$ in place of $\mu$ would overestimate the correction fourfold.

With a rigid moment you can also extrapolate two cells with the $a^{-3}$ law. From the unexpanded energies at $p=3$ and $4$,

$$E_\infty\approx\frac{12^3(6.664)-9^3(15.600)}{12^3-9^3}\ \text{meV}=0.14\ \text{meV},$$

where the true value is zero. The remainder is positive because the negative $a^{-5}$ term lowers $a^3E$ more in the smaller cell.

**When not to trust it**

One weakness in small cells is the rigid moment. For $d\ll a$, the neighbours produce a field $F$ at the adsorbate with $E=\frac12\mu|F|$. For $p=2$ the leading energy gives $|F|=2(0.0542)/0.30\approx0.36$ V/Å, directed against the moment. A polarizable adsorbate then has a smaller $\mu$ than an isolated one, and a correction with fixed $\mu$ no longer suffices. For $d\ll a$ and linear response, let the moment drop from $\mu_0$ to $\mu$ at a cost $(\mu_0-\mu)^2/2\alpha$. Minimizing this plus $k\mu^2S/a^3$ gives $(\mu_0-\mu)/\alpha=2k\mu S/a^3$ and $E=k\mu_0\mu S/a^3$. The formula with $\Delta\Phi$ gives $k\mu^2S/a^3$, too small by the factor $\mu/\mu_0$, because it omits the energy spent on reducing the moment. In small cells this competes with the neglected $a^{-5}$ term, which makes the same formula too large (54.2 against 50.9 meV at $p=2$), so the sign of the net error depends on the polarizability.

The model also omits orbital overlap, elastic distortion of the substrate and interactions carried by surface states. Your slab must be thick enough to screen like a bulk metal. If only one side carries adsorbates, use a dipole correction: otherwise periodicity along $z$ forces the potential step to be undone by a field across the vacuum, which is absent here. The correction removes only the laterally averaged part. The metal face of the next slab, at height $L$ above the image plane, still screens the modes $G\neq0$, with an effect falling roughly as $e^{-4\pi L/a}$. For $p=8$ and $L=12$ Å it lowers $E$ by about 8%, so the vacuum should grow with the cell.

The numerical output below gives the checks and more digits.

## Table of computed values

```
Coulomb constant k = 14.3996 eV Angstrom
r^3 W / mu^2 on metal, r = 200 d: 1.99985
r^3 W / mu^2 free dipoles, r = 200 d: 0.99998
r^3 W / mu^2, three-charge adsorbate: 2.00019
sheet field / (-mu/r^3) at r = 30 d: 0.9983
potential step / (4 pi mu/a^2): 0.9970
S cut at radius 10 a: 8.4079
S cut at radius 100 a: 8.9708
S direct with tail: 9.03362
integral over theta function: 0.104412
S from theta integral: 9.033622
S5: 5.09026
cell energy, d = 0.2 a, Fourier: 0.339448 q^2/a
cell energy, d = 0.2 a, pair sum: 0.339413 q^2/a
example: q = 0.25 e, d = 1.2 Angstrom, a0 = 3.0 Angstrom
mu = 0.300 e Angstrom = 1.441 debye
pair at 6.0 Angstrom, 2 mu^2/r^3: 12.000 meV
pair at 6.0 Angstrom, full formula: 10.728 meV
pair at 6.0 Angstrom, free mu^2/r^3: 6.000 meV
p = 2, a = 6 Angstrom: leading 54.200 meV, full 50.911 meV, work function -1.508 eV
p = 3, a = 9 Angstrom: leading 16.059 meV, full 15.600 meV, work function -0.670 eV
p = 4, a = 12 Angstrom: leading 6.775 meV, full 6.664 meV, work function -0.377 eV
p = 6, a = 18 Angstrom: leading 2.007 meV, full 1.993 meV, work function -0.168 eV
p = 8, a = 24 Angstrom: leading 0.847 meV, full 0.843 meV, work function -0.094 eV
leading energy is 1 meV at a = 22.71 Angstrom
smallest p with leading energy below 1 meV: 8
isolated limit extrapolated from p = 3, 4: 0.143 meV (true 0)
```
